# Ring-polymer molecular dynamics rate: reactive flux, surface independence, parabolic barrier, part 1

(Sections cited here and not found follow in the second part.)

## I. The ring-polymer flux and its dividing surface

A particle of mass $m$ moves on a line with $\hat H=\hat p^2/2m+V(\hat q)$. In this half $V$ is smooth, obeys $V\ge 0$, vanishes as $q\to\pm\infty$ and has its maximum $V_0$ at $q=0$. Reactants are on the left and products on the right. We write $\beta=1/k_BT$ and let $h(x)$ be the unit step. The reactant partition function $Q_r$ is taken per unit length, so the rate constant $k$, a flux divided by a density, is a velocity. Rates are quoted through the dimensionless factor
$$\kappa=2\pi\hbar\beta\,e^{\beta V_0}\,kQ_r .$$

### (a) The quantum rate

Express $kQ_r$ through the transmission probability $N(E)$, find $Q_r$ and the classical value of $\kappa$, and write $kQ_r$ as the long-time limit of a trace.

**Solution.** Free states $e^{i\mathsf kq}$ have density $d\mathsf k/2\pi$ per unit length and velocity $\hbar\mathsf k/m$. Weighting each by $e^{-\beta E}$ with $E=\hbar^2\mathsf k^2/2m$ gives the reactant density
$$Q_r=\int_{-\infty}^{\infty}\frac{d\mathsf k}{2\pi}\,e^{-\beta\hbar^2\mathsf k^2/2m}=\Big(\frac{m}{2\pi\beta\hbar^2}\Big)^{1/2}.$$
The states with $\mathsf k>0$ run into the barrier. Since $dE=\hbar^2\mathsf k\,d\mathsf k/m$, their flux is $(d\mathsf k/2\pi)(\hbar\mathsf k/m)=dE/2\pi\hbar$, and a fraction $N(E)$ passes:
$$kQ_r=\frac{1}{2\pi\hbar}\int dE\,N(E)\,e^{-\beta E}.\tag{1}$$
Classically $N=h(E-V_0)$, the integral is $e^{-\beta V_0}/\beta$, and $\kappa=1$.

For the trace, let $\hat h=h(\hat q)$, $\hat F=(i/\hbar)[\hat H,\hat h]$ the flux operator, and $\hat h(t)=e^{i\hat Ht/\hbar}\hat he^{-i\hat Ht/\hbar}$. As $t\to\infty$, $\hat h(t)$ tends to the projector $\hat P$ on states that end on the right. Let $\phi_E$ be the stationary state incident from the right. A packet built from the $\phi_E$ comes wholly from the right, so a packet built from the $\phi_E^*$, which is the same motion run backwards, ends wholly on the right, and the $\phi_E^*$ span the range of $\hat P$. The transmission amplitude is the same from both sides. With $\psi_E$ incident from the left, the Wronskian $\psi\phi'-\psi'\phi$ is independent of $q$. On the left, $\psi=e^{i\mathsf kq}+r'e^{-i\mathsf kq}$ and $\phi=\tau e^{-i\mathsf kq}$ give $-2i\mathsf k\tau$; on the right, $\psi=\tau'e^{i\mathsf kq}$ and $\phi=e^{-i\mathsf kq}+re^{i\mathsf kq}$ give $-2i\mathsf k\tau'$. Hence $\phi_E$ carries the flux $-N\,dE/2\pi\hbar$, its conjugate carries $+N\,dE/2\pi\hbar$, and
$$kQ_r=\lim_{t\to\infty}\operatorname{tr}\big[e^{-\beta\hat H}\hat F\,\hat h(t)\big].\tag{2}$$
Because $\hat P$ commutes with $\hat H$, the Boltzmann operator may be split around $\hat F$ in any way, including the Kubo average $\beta^{-1}\int_0^\beta d\lambda\,e^{-(\beta-\lambda)\hat H}\hat Fe^{-\lambda\hat H}$, without changing the limit. Equation (2) is a thermal average of a flux at time zero times a side function at time $t$, and this structure is what the ring-polymer model copies.

### (b) The static ensemble

Write $\operatorname{tr}e^{-\beta\hat H}$ as a classical phase-space integral over $n$ copies of the particle, and give the order of the error.

**Solution.** Put $\beta_n=\beta/n$, $\hat T=\hat p^2/2m$ and $\hat S(\tau)=e^{-\tau\hat V/2}e^{-\tau\hat T}e^{-\tau\hat V/2}$. As a formal series, $\hat S(\tau)\hat S(-\tau)=1$, so $\ln\hat S(\tau)$ is odd in $\tau$, and its first term is $-\tau\hat H$. Therefore $\hat S(\beta_n)^n=\exp[-\beta\hat H+O(n\beta_n^3)]$, and $Z_n=\operatorname{tr}\hat S(\beta_n)^n$ differs from $Z$ at order $n^{-2}$. The free kernel follows by inserting momentum states and completing the square:
$$\langle q|e^{-\beta_n\hat T}|q'\rangle=\int\frac{dp}{2\pi\hbar}\,e^{-\beta_np^2/2m+ip(q-q')/\hbar}=\Big(\frac{m}{2\pi\beta_n\hbar^2}\Big)^{1/2}e^{-m(q-q')^2/2\beta_n\hbar^2}.$$
Define $\omega_n=1/\beta_n\hbar$, so that $m/2\beta_n\hbar^2=\beta_n\cdot\tfrac12m\omega_n^2$. Insert $n$ position resolutions of the identity at $q_1,\dots,q_n$ with $q_{n+1}=q_1$, closed by the trace. Each $q_j$ collects two half factors $e^{-\beta_nV(q_j)/2}$. Each prefactor is rewritten as a Gaussian integral over an auxiliary momentum, $(m/2\pi\beta_n\hbar^2)^{1/2}=(2\pi\hbar)^{-1}\int dp_j\,e^{-\beta_np_j^2/2m}$. The result is $Z_n=\langle1\rangle$ with the unnormalized average
$$\langle A\rangle=\frac{1}{(2\pi\hbar)^n}\int d^np\,d^nq\;e^{-\beta_nH_n}A,$$
$$H_n=\sum_{j=1}^n\Big[\frac{p_j^2}{2m}+\frac12m\omega_n^2(q_j-q_{j+1})^2+V(q_j)\Big].\tag{3}$$
This is a classical ring of $n$ beads joined by springs, at $n$ times the physical temperature. The parity argument is formal for unbounded operators, so the order was tested on a confining well with quadratic and quartic terms against diagonalization: $Z_n/Z-1$ is $4.257\times10^{-3}$ at $n=32$ and $1.069\times10^{-3}$ at $n=64$, a ratio of $3.983$ against the predicted 4.

### (c) Normal modes and the free ring

Find the spring frequencies $\omega_k$. Evaluate $\prod_{k=1}^{n-1}[4\sin^2(k\pi/n)-4\sin^2(\varphi/2)]$, and use it to find the free-ring partition function per unit length.

**Solution.** The spring energy is $\tfrac12m\omega_n^2\,q^TLq$ with $(Lq)_j=2q_j-q_{j+1}-q_{j-1}$. Acting on $e^{2\pi ijk/n}$, $L$ gives $2-2\cos(2\pi k/n)=4\sin^2(k\pi/n)$, so
$$\omega_k=2\omega_n\sin(k\pi/n),\qquad k=0,\dots,n-1 .$$
Real orthonormal eigenvectors define coordinates $Q_k,P_k$ by an orthogonal transformation with unit Jacobian. The mode $k=0$ has components $n^{-1/2}$, so $Q_0=\sqrt n\,\bar q$ with the centroid $\bar q=n^{-1}\sum_jq_j$. The deviations $x_j=q_j-\bar q$ depend on the $Q_k$ with $k\ge1$, the internal modes.

With $z=e^{i\varphi}$ and $\theta_k=2\pi k/n$,
$$2\cos\varphi-2\cos\theta_k=z^{-1}(z-e^{i\theta_k})(z-e^{-i\theta_k}).$$
Both $e^{i\theta_k}$ and $e^{-i\theta_k}$ run over all $n$th roots of unity, so each bracket multiplies out to $z^n-1$, and the product over $k=0,\dots,n-1$ is $z^{-n}(z^n-1)^2=2\cos n\varphi-2=-4\sin^2(n\varphi/2)$. Since $2\cos\varphi-2\cos\theta_k=4\sin^2(k\pi/n)-4\sin^2(\varphi/2)$, the $k=0$ factor is $-4\sin^2(\varphi/2)$, and dividing it out gives
$$\prod_{k=1}^{n-1}\Big[4\sin^2\frac{k\pi}{n}-4\sin^2\frac\varphi2\Big]=\frac{\sin^2(n\varphi/2)}{\sin^2(\varphi/2)}.\tag{4}$$
As $\varphi\to0$ the right side tends to $n^2$, so $\prod_{k\ge1}\omega_k=n\,\omega_n^{\,n-1}$.

For $V=0$, each internal pair $(Q_k,P_k)$ contributes $(2\pi\hbar)^{-1}(2\pi m/\beta_n)^{1/2}(2\pi/\beta_nm\omega_k^2)^{1/2}=1/\beta_n\hbar\omega_k=\omega_n/\omega_k$, and these multiply to $1/n$. The centroid pair contributes $(2\pi\hbar)^{-1}(2\pi m/\beta_n)^{1/2}\,dQ_0$ with $dQ_0=\sqrt n\,d\bar q$. Per unit length of $\bar q$,
$$Q_{r,n}=\frac{\sqrt n}{n}\,\frac{1}{2\pi\hbar}\Big(\frac{2\pi mn}{\beta}\Big)^{1/2}=\Big(\frac{m}{2\pi\beta\hbar^2}\Big)^{1/2}=Q_r$$
for every $n$.

### (d) The dynamics

Ring-polymer molecular dynamics (RPMD) moves the beads in real time by Hamilton's equations of $H_n$. State what is assumed, and relate $\langle A(0)B(t)\rangle$ to an average with $B$ at time zero.

**Solution.** The equations are
$$\dot q_j=p_j/m,\qquad\dot p_j=-m\omega_n^2(2q_j-q_{j+1}-q_{j-1})-V'(q_j).$$
The momenta in (3) entered as a device for writing a prefactor. Treating their motion as physical time evolution is the postulate of the model; it does not follow from the Schrödinger equation, and its consequences have to be examined one by one. For $n=1$ the springs vanish and the model is classical mechanics.

Let $z=(q,p)$, let $\Phi_t$ be the flow and $A(t)=A(\Phi_tz)$. The velocity field has zero divergence, because $\dot q_j$ does not depend on $q$ and $\dot p_j$ does not depend on $p$, so $\Phi_t$ has unit Jacobian. Also $dH_n/dt=\sum_j(\partial_{q_j}H_n\,\partial_{p_j}H_n-\partial_{p_j}H_n\,\partial_{q_j}H_n)=0$. Changing the integration variable to $z'=\Phi_tz$ leaves $d^{2n}z\,e^{-\beta_nH_n}$ unchanged and turns $A(z)B(\Phi_tz)$ into $A(\Phi_{-t}z')B(z')$:
$$\langle A(0)B(t)\rangle=\langle A(-t)B(0)\rangle.\tag{5}$$
The flow preserves the same weight that represents the quantum Boltzmann distribution in (b), and the proofs in (e) and (f) rest on this property.

### (e) The rate as a reactive flux

A dividing surface is a smooth function $s(q_1,\dots,q_n)$ that is negative when the ring is far to the left and positive when it is far to the right. For two surfaces $s_a,s_b$ write $h_a=h(s_a)$, so that $\dot h_a=\delta(s_a)\dot s_a$ with $\dot s_a=\sum_j(\partial s_a/\partial q_j)p_j/m$. In analogy with (2) define
$$C_{ab}(t)=\langle\delta(s_a)\dot s_a\;h_b(t)\rangle,\qquad(kQ_r)_{\rm RPMD}=\lim_{t\to\infty}C_{ab}(t).\tag{6}$$
Determine what the limit counts, and find an upper bound on $C_{ab}(t)$.

**Solution.** Assume that $\langle\delta(s_a)|\dot s_a|\rangle$ is finite and that, apart from a set of zero weight, every trajectory comes from $\bar q=\pm\infty$ and leaves to $\bar q=\pm\infty$. Then $h_b(t)\to\theta_P$, which is 1 on trajectories ending among products and 0 on the others. Since $0\le h_b\le1$, dominated convergence gives $C_{ab}(\infty)=\langle\dot h_a\theta_P\rangle$.

Trajectories that never meet $s_a=0$ contribute nothing. Each of the others has a first crossing. Label it by that point $\gamma$ and label its points by the time $\tau$ since that crossing. In a time $d\tau$ a surface element near $\gamma$ sweeps out a weight $d\mu(\gamma)\,d\tau$, where $d\mu$ is the thermal weight of trajectories launched per unit time. By (d) this slab keeps its weight when carried along by the flow, so the measure is $d\mu\,d\tau$ along the whole trajectory. As $\theta_P$ is constant on a trajectory,
$$C_{ab}(\infty)=\int d\mu\;\theta_P\int_{-\infty}^{\infty}d\tau\,\frac{dh_a}{d\tau}=\int d\mu\;\theta_P\,\big[h_a(+\infty)-h_a(-\infty)\big].$$
Trajectories ending among reactants are removed by $\theta_P=0$. For those ending among products $h_a(+\infty)=1$, and the bracket is 0 if they started among products and 1 if they started among reactants. However many times a trajectory crosses, its signed crossings add up to this bracket. The limit is therefore the weight per unit time of ring-polymer trajectories that pass from reactants to products, which is a classical reactive flux in the $2n$-dimensional phase space at inverse temperature $\beta_n$.

For the bound, $\dot s_ah_b(t)\le\dot s_a$ where $\dot s_a>0$ and $\dot s_ah_b(t)\le0$ where $\dot s_a<0$, so
$$C_{ab}(t)\le\langle\delta(s_a)\dot s_a\,h(\dot s_a)\rangle=C_{aa}(0^+).\tag{7}$$
The equality holds because $s_a(t)=\dot s_at+O(t^2)$ on the surface. The one-way flux $C_{aa}(0^+)$ is the transition-state value for the surface $a$, and $C_{aa}(t)$ falls below it through trajectories that have recrossed. For $n=1$ and $s=q$ no trajectory recrosses the top of a single barrier, $\int_0^\infty dp\,(p/m)e^{-\beta p^2/2m}=1/\beta$, and $\kappa=1$ as in (a).

### (f) Change of surface

Without assuming that all trajectories escape, compare $C_{ab}$ with $C_{a'b}$ and with $C_{ab'}$ at long times, and find the condition on the surfaces that the comparison needs.

**Solution.** Let $\Delta=h_a-h_{a'}$, which is $\pm1$ between the two surfaces and zero elsewhere, and let $W=\langle|\Delta|\rangle$ be the thermal weight of that region. Suppose $W<\infty$. Define $G(t)=\langle\Delta(0)h_b(t)\rangle$, which obeys $|G(t)|\le W$. By (5), $G(t)=\langle\Delta(-t)h_b(0)\rangle$. Differentiating brings a minus sign from the argument $-t$, and (5) then shifts the times back:
$$\frac{dG}{dt}=-\langle\dot\Delta(-t)h_b(0)\rangle=-\langle\dot\Delta(0)h_b(t)\rangle .$$
Since $\dot\Delta=\dot h_a-\dot h_{a'}$,
$$C_{ab}(t)-C_{a'b}(t)=-\frac{dG}{dt}.\tag{8}$$
The sign can be checked with $a=b$ and $a'$ to the right of it. Then $\Delta=1$ in the strip, $C_{a'b}(0^+)=0$ because forward and backward velocities cancel while $h_b=1$, and $G$ falls at the rate $C_{aa}(0^+)$ at which weight leaves the strip to the left. Integrating (8),
$$\Big|\frac1{\mathcal T}\int_0^{\mathcal T}(C_{ab}-C_{a'b})\,dt\Big|=\frac{|G(0)-G(\mathcal T)|}{\mathcal T}\le\frac{2W}{\mathcal T}\to0 .$$
The long-time averages of the two functions agree, and if both limits exist they are equal, since a convergent function has its limit as its time average.

For the final surface put $\Delta_b=h_b-h_{b'}$ and $G'(t)=\langle h_a(0)\Delta_b(t)\rangle=\langle h_a(-t)\Delta_b(0)\rangle$, bounded by $W_b=\langle|\Delta_b|\rangle$. The same two steps give $dG'/dt=-\langle\dot h_a(0)\Delta_b(t)\rangle=-(C_{ab}-C_{ab'})$, and the same conclusion follows. Chaining the two results, $C_{aa}$ and $C_{a'a'}$ have the same limit. The proof holds for each $n$ and uses no symmetry of $s$ under permutation of the beads.

The condition is $W<\infty$. Consider the family
$$s=\bar q+f(x)-d,\tag{9}$$
with $f$ a function of the deviations $x_j$ and $d$ a constant. It contains the centroid surfaces ($f=0$) and the single-bead surface ($f=x_1$, $d=0$, $s=q_1$). At fixed $x$, the region between two members is an interval of $\bar q$ of length $|f-d-f'+d'|$. For $V\ge0$ the factor $e^{-\beta_n\sum V}$ is at most 1, so by (c)
$$W\le Q_r\,E_0\big|f-d-f'+d'\big|,$$
where $E_0$ is the normalized Gaussian average over the internal modes of the free ring. This is finite for polynomial $f$. For a potential unbounded below, $W$ has to be examined afresh, as is done in (j).

The form of the theory with bead averages, flux $n^{-1}\sum_j\delta(q_j)\dot q_j$ and side function $n^{-1}\sum_lh(q_l)$, equals $n^{-2}\sum_{jl}C_{jl}(t)$ over single-bead surfaces. Each term has the common limit, and so does their mean.

In a bound system $Z_n$ is finite, so $\langle h_a(0)h_b(t)\rangle$ is itself bounded, and the same argument makes the time average of $C_{ab}$ vanish. The rate is then read from a plateau at intermediate times. Equation (8) still holds, and the plateau values agree to the extent that $G$ has stopped changing there, which requires barrier crossing to be slow compared with escape from the region between the surfaces.

### (g) A sampling formula

For the family (9), turn $\kappa(t)=2\pi\hbar\beta e^{\beta V_0}C_{aa}(t)$ into an average over free-ring configurations.

**Solution.** By (c), the free part of the measure is $Q_r\,d\bar q$ times normalized Gaussian distributions of $x$ and of $p$, each $p_j$ having variance $m/\beta_n$. Since $\partial s/\partial\bar q=1$ at fixed $x$, the delta function removes $d\bar q$ with unit factor and sets $\bar q=d-f(x)$. Let $g=\nabla_qs$ and let $p_g$ be the component of $p$ along $g$, so that $\dot s=|g|p_g/m$. The momentum distribution is even, so the half with $p_g<0$ is mapped onto the half with $p_g>0$ by $p\to-p$, which reverses the sign of $\dot s$. Writing $h_\pm(t)$ for $h(s(t))$ on the trajectories started from $(q,\pm p)$,
$$C_{aa}(t)=Q_r\,E\Big[e^{-\beta_n\sum_jV(q_j)}\,|g|\,\frac{p_g}{m}h(p_g)\,(h_+-h_-)\Big].$$
The mean of $(p_g/m)h(p_g)$ is $(2\pi\beta_nm)^{-1/2}=\sqrt n\,(2\pi\beta m)^{-1/2}$. Draw $p_g>0$ from the normalized density proportional to $p_ge^{-\beta_np_g^2/2m}$, which pulls out this factor, and note $Q_r(2\pi\beta m)^{-1/2}=1/2\pi\hbar\beta$. Then
$$\kappa(t)=E\Big[\sqrt n\,|g|\;e^{\beta V_0-\beta_n\sum_jV(q_j)}\,(h_+-h_-)\Big].\tag{10}$$
At $t=0^+$, $h_+-h_-=1$. For a centroid surface $g_j=1/n$ and $\sqrt n|g|=1$; for a single bead $|g|=1$ and the factor is $\sqrt n$. For $f=-\gamma R^2$ with $R^2=n^{-1}\sum_ix_i^2$, the condition $\sum_ix_i=0$ gives $\partial R^2/\partial q_j=2x_j/n$ and $g_j=(1-2\gamma x_j)/n$.

## II. The parabolic barrier and a worked example

This half uses the following from the first. The factor $\kappa=2\pi\hbar\beta e^{\beta V_0}kQ_r$ equals 1 classically, and the quantum rate is (1), $kQ_r=(2\pi\hbar)^{-1}\int N(E)e^{-\beta E}dE$, with $Q_r=(m/2\pi\beta\hbar^2)^{1/2}$. The ring of $n$ beads has Hamiltonian $H_n$ and weight $(2\pi\hbar)^{-n}e^{-\beta_nH_n}$, with $\beta_n=\beta/n$ and $\omega_n=1/\beta_n\hbar$. Its orthonormal modes $Q_k,P_k$ have spring frequencies $\omega_k=2\omega_n\sin(k\pi/n)$, $Q_0=\sqrt n\,\bar q$, $\prod_{k\ge1}\omega_k=n\omega_n^{n-1}$, and the product identity (4) holds. The RPMD rate is the long-time limit of $C_{ab}(t)=\langle\delta(s_a)\dot s_ah(s_b(t))\rangle$. It is bounded above by $C_{aa}(0^+)$, equation (7), and is unchanged by moving a surface across a region of finite weight $W$, equation (8). Equation (10) samples $\kappa(t)=2\pi\hbar\beta e^{\beta V_0}C_{aa}(t)$.

### (h) The quantum parabolic barrier

For $V=V_0-\tfrac12m\omega^2q^2$ find $N(E)$ and $\kappa$ as functions of $\varepsilon=(E-V_0)/\hbar\omega$ and $u=\beta\hbar\omega$. This potential has no flat region, so (1) is taken as the definition of the product $kQ_r$, with $E$ running over the whole real line.

This part has expressed the RPMD rate as a classical reactive flux of ring polymers, bounded it by the transition-state value, and shown that existing long-time limits agree for surfaces separated by a region of finite thermal weight. What remains is to solve the parabolic barrier just posed, quantum mechanically and with the ring polymer, and then to treat other surfaces, a quadratic saddle and a worked numerical example.

Numbers in the example were calculated in double precision.
